**Stationary points and barrier of a two-dimensional double well**

The program treats the dimensionless potential $V=(x^2-1)^2+2y^2$, where $x$ runs along the line joining two sites and $y$ across it. It asserts that a Newton search from 48 starts, with finite-difference derivatives, finds the minima $(\pm1,0)$ and the saddle $(0,0)$ and no other point. It also asserts their energies and Hessian eigenvalues: 4 and 8 at the minima, $-4$ and 4 at the saddle. The barrier of 1 is tested without use of the saddle, as the lowest energy level at which the two wells become connected on a grid. Further assertions cover the peak $1+2c^2$ on the path $y=c(1-x^2)$ and the end points of three steepest descents. With the energy scale $E_0=0.03$ hartree and the length scale $L=3$ bohr, the output shows a barrier of 0.0300 hartree, or 0.8163 eV. The detour with $c=0.5$ peaks at 0.0450 hartree.

## Numerical verification

```python
"""Stationary points and migration barrier of V(x, y) = (x^2 - 1)^2 + 2 y^2.

Result under test: minima at (-1, 0) and (1, 0) with V = 0 and Hessian
eigenvalues 4 and 8; a first-order saddle at (0, 0) with V = 1 and eigenvalues
-4 and 4; migration barrier 1.  V, x and y are dimensionless.
With units: U(X, Y) = E0 * V(X/L, Y/L), E0 in hartree, L and X, Y in bohr.
Derivatives are taken by finite differences of the potential itself.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.ndimage import label
from scipy.optimize import minimize_scalar


def V(x, y):
    return (x**2 - 1)**2 + 2 * y**2


def gradient(f, p, h=1e-4):
    x, y = p
    return np.array([f(x + h, y) - f(x - h, y),
                     f(x, y + h) - f(x, y - h)]) / (2 * h)


def hessian(f, p, h=1e-3):
    x, y = p
    fxx = (f(x + h, y) - 2 * f(x, y) + f(x - h, y)) / h**2
    fyy = (f(x, y + h) - 2 * f(x, y) + f(x, y - h)) / h**2
    fxy = (f(x + h, y + h) - f(x + h, y - h)
           - f(x - h, y + h) + f(x - h, y - h)) / (4 * h**2)
    return np.array([[fxx, fxy], [fxy, fyy]])


# Derived stationary points with their derived eigenvalues and energies
derived = {(-1.0, 0.0): ([4, 8], 0.0),
           (0.0, 0.0): ([-4, 4], 1.0),
           (1.0, 0.0): ([4, 8], 0.0)}

# Newton search for zero gradient from many starting points
hits = {}
for x0 in np.linspace(-2, 2, 12):
    for y0 in np.linspace(-1.5, 1.5, 4):
        p = np.array([x0, y0])
        for _ in range(60):
            p = p - np.linalg.solve(hessian(V, p), gradient(V, p))
        assert np.linalg.norm(gradient(V, p)) < 1e-7
        key = tuple(float(c) + 0.0 for c in np.round(p, 4))
        hits[key] = hits.get(key, 0) + 1
assert set(hits) == set(derived)
print("Dimensionless potential V = (x^2 - 1)^2 + 2 y^2")
print(f"Newton starts in total: {sum(hits.values())}")

for point in sorted(hits):
    values, vectors = np.linalg.eigh(hessian(V, point))
    expected_values, expected_energy = derived[point]
    # finite-difference truncation error is about 2e-6
    assert np.allclose(values, expected_values, atol=1e-5)
    assert abs(V(*point) - expected_energy) < 1e-12
    negative = int(np.sum(values < 0))
    kind = {0: "minimum", 1: "first-order saddle", 2: "maximum"}[negative]
    print(f"Point ({point[0]:.0f}, {point[1]:.0f}): V = {V(*point):.3f}, "
          f"eigenvalues {values[0]:.3f}, {values[1]:.3f}: {kind}")
    print(f"  Newton starts ending here: {hits[point]}")
    if negative == 1:
        assert abs(abs(vectors[0, 0]) - 1) < 1e-6
        print(f"  downhill eigenvector, size of x and y parts: "
              f"{abs(vectors[0, 0]):.3f}, {abs(vectors[1, 0]):.3f}")

# Barrier without use of the saddle: lowest level that connects the two wells
xs = np.linspace(-1.6, 1.6, 320)
ys = np.linspace(-0.9, 0.9, 180)
surface = V(xs[:, None], ys[None, :])
left = (np.argmin(abs(xs + 1)), np.argmin(abs(ys)))
right = (np.argmin(abs(xs - 1)), np.argmin(abs(ys)))
low, high = 0.5, 2.0


def wells_connected(level):
    regions, _ = label(surface <= level)
    return regions[left] == regions[right]


assert not wells_connected(low) and wells_connected(high)
for _ in range(30):
    middle = 0.5 * (low + high)
    if wells_connected(middle):
        high = middle
    else:
        low = middle
spacing = max(xs[1] - xs[0], ys[1] - ys[0])
# the grid misses the pass by half a spacing, an error of second order
assert abs(high - 1) < spacing**2
print(f"Lowest level connecting the wells (grid search): {high:.4f}")
print(f"Grid spacing of that search: {spacing:.4f}")


# Highest point on the path y = c (1 - x^2)
def path_peak(c):
    best = minimize_scalar(lambda x: -V(x, c * (1 - x**2)),
                           bounds=(-0.9, 0.8), method="bounded",
                           options={"xatol": 1e-8})
    return -best.fun


for c in (0.0, 0.25, 0.5):
    assert abs(path_peak(c) - (1 + 2 * c**2)) < 1e-6
    print(f"Peak of V on path y = c(1 - x^2), c = {c:.2f}: {path_peak(c):.4f}")


# Steepest descent with a fixed step factor
def descend(start, step=0.05, count=400):
    p = np.array(start, dtype=float)
    for _ in range(count):
        p = p - step * gradient(V, p)
    return p


for start, end in (((-0.001, 0.0), (-1, 0)), ((0.001, 0.0), (1, 0)),
                   ((0.0, 0.5), (0, 0))):
    final = descend(start)
    assert np.allclose(final, end, atol=1e-6)
    shown = np.round(final, 4) + 0.0
    print(f"Descent from ({start[0]:.3f}, {start[1]:.3f}) ends at "
          f"({shown[0]:.3f}, {shown[1]:.3f})")

# Worked example with units
E0 = 0.03   # hartree
L = 3.0     # bohr


def U(X, Y):
    return E0 * V(X / L, Y / L)


site, saddle = (L, 0.0), (0.0, 0.0)
for point in (site, (-L, 0.0), saddle):
    assert np.linalg.norm(gradient(U, point)) < 1e-8
site_curvatures = np.linalg.eigvalsh(hessian(U, site, h=3e-3))
saddle_curvatures = np.linalg.eigvalsh(hessian(U, saddle, h=3e-3))
assert np.allclose(site_curvatures, np.array([4, 8]) * E0 / L**2, rtol=1e-5)
assert np.allclose(saddle_curvatures, np.array([-4, 4]) * E0 / L**2, rtol=1e-5)
barrier = U(*saddle) - U(*site)
assert abs(barrier - E0 * high) < E0 * spacing**2
hartree_in_eV = physical_constants["Hartree energy in eV"][0]
print("Model with units, U(X, Y) = E0 V(X/L, Y/L)")
print(f"Energy scale E0: {E0:.3f} hartree")
print(f"Length scale L: {L:.3f} bohr")
print(f"Distance between the sites: {2 * L:.3f} bohr")
print(f"Curvatures at a site: {site_curvatures[0]:.5f}, "
      f"{site_curvatures[1]:.5f} hartree/bohr^2")
print(f"Curvatures at the saddle: {saddle_curvatures[0]:.5f}, "
      f"{saddle_curvatures[1]:.5f} hartree/bohr^2")
print(f"Migration barrier: {barrier:.4f} hartree")
print(f"Migration barrier: {barrier * hartree_in_eV:.4f} eV")
print(f"Peak on the detour with c = 0.50: {E0 * path_peak(0.5):.4f} hartree")
print("all assertions hold")
```

It prints:

```
Dimensionless potential V = (x^2 - 1)^2 + 2 y^2
Newton starts in total: 48
Point (-1, 0): V = 0.000, eigenvalues 4.000, 8.000: minimum
  Newton starts ending here: 20
Point (0, 0): V = 1.000, eigenvalues -4.000, 4.000: first-order saddle
  Newton starts ending here: 8
  downhill eigenvector, size of x and y parts: 1.000, 0.000
Point (1, 0): V = 0.000, eigenvalues 4.000, 8.000: minimum
  Newton starts ending here: 20
Lowest level connecting the wells (grid search): 1.0000
Grid spacing of that search: 0.0101
Peak of V on path y = c(1 - x^2), c = 0.00: 1.0000
Peak of V on path y = c(1 - x^2), c = 0.25: 1.1250
Peak of V on path y = c(1 - x^2), c = 0.50: 1.5000
Descent from (-0.001, 0.000) ends at (-1.000, 0.000)
Descent from (0.001, 0.000) ends at (1.000, 0.000)
Descent from (0.000, 0.500) ends at (0.000, 0.000)
Model with units, U(X, Y) = E0 V(X/L, Y/L)
Energy scale E0: 0.030 hartree
Length scale L: 3.000 bohr
Distance between the sites: 6.000 bohr
Curvatures at a site: 0.01333, 0.02667 hartree/bohr^2
Curvatures at the saddle: -0.01333, 0.01333 hartree/bohr^2
Migration barrier: 0.0300 hartree
Migration barrier: 0.8163 eV
Peak on the detour with c = 0.50: 0.0450 hartree
all assertions hold
```
